# Depletion width of a Schottky contact on an amorphous oxide

## Problem

A metal forms a planar Schottky contact with an n-type amorphous oxide film. The built-in voltage is $V=0.70$ V, the density of ionised donors is $N=1.0\times10^{17}$ cm$^{-3}$, and the static dielectric constant is $\varepsilon_r=9.0$. No external voltage is applied.

(a) Derive the width $W$ of the depletion layer and calculate it.

(b) Find the largest electric field and the donor charge per unit area in the layer.

(c) Could a film 40 nm thick contain this layer?

The built-in voltage is the difference in electrostatic potential between the neutral interior of the film and its surface at the metal. It is not the barrier height, which is measured from the Fermi level.

For (a) and (b), make these assumptions:

- The donors are all ionised and their charge is spread uniformly.
- The depletion layer contains no free electrons and ends abruptly at $x=W$, where $x$ is measured from the metal into the film.
- The film is neutral beyond $W$ and is thick enough to have such a neutral region.

## Hints

1. Electrons have left the layer, and the positive donors remain. What is the charge density?
2. The field vanishes in the neutral region. Start there and use Gauss's law to work back towards the metal.
3. The built-in voltage is the area under the graph of field against distance. What shape is this graph?
4. Convert the donor density to m$^{-3}$ before inserting numbers.
5. For (c), ask how much voltage the donors in a 40 nm film can support if the field is zero at its back surface.

## Solution

### (a) The width

Let $q$ be the positive elementary charge and $\varepsilon=\varepsilon_r\varepsilon_0$ the permittivity. The charge density is

$$\rho=qN\quad(0<x<W),\qquad \rho=0\quad(x>W).$$

An equal negative charge lies on the metal surface, so the field points from the film towards the metal, in the $-x$ direction. Write its component as $E_x=-F$, with $F\ge0$. Gauss's law, $dE_x/dx=\rho/\varepsilon$, becomes

$$\frac{dF}{dx}=-\frac{qN}{\varepsilon}.$$

Integrating from $x$ to $W$, where $F(W)=0$, gives

$$0-F(x)=-\frac{qN}{\varepsilon}(W-x),
\qquad F(x)=\frac{qN}{\varepsilon}(W-x).$$

The potential $\phi$ obeys $E_x=-d\phi/dx$, so $d\phi/dx=F$. It rises from the metal to the interior by

$$V=\int_0^W F\,dx
=\frac{qN}{\varepsilon}\left[Wx-\frac{x^2}{2}\right]_0^W
=\frac{qNW^2}{2\varepsilon}.$$

The factor $1/2$ is that of a triangle's area. Multiplying by $2\varepsilon/(qN)$ and taking the positive root gives

$$\boxed{W=\sqrt{\frac{2\varepsilon_r\varepsilon_0V}{qN}}}.$$

The donor density is $1.0\times10^{23}$ m$^{-3}$, because 1 m$^3$ contains $10^6$ cm$^3$. The permittivity is

$$\varepsilon=9.0\times8.8542\times10^{-12}
=7.9688\times10^{-11}\ \text{F/m}.$$

Therefore

$$W^2=\frac{2(7.9688\times10^{-11})(0.70)}
{(1.6022\times10^{-19})(1.0\times10^{23})}
=\frac{1.1156\times10^{-10}\ \text{C/m}}
{1.6022\times10^4\ \text{C/m}^3}
=6.963\times10^{-15}\ \text{m}^2.$$

The units work because a farad times a volt is a coulomb. The root is

$$W=8.34\times10^{-8}\ \text{m}=83\ \text{nm}.$$

More donors make the layer thinner: the field then changes faster with distance, so a triangle of the same area has a shorter base. Doubling $N$ at fixed $V$ divides $W$ by $\sqrt2$, giving 59 nm. Quadrupling $V$ at fixed $N$ doubles $W$: both the base and the height of the field triangle double. As $V$ tends to zero the formula gives zero width, but the assumption of an empty layer fails before that limit, as the first variation shows.

### (b) Field and charge

The field is largest at the metal. Using $V=qNW^2/(2\varepsilon)$,

$$F_m=\frac{qNW}{\varepsilon}=\frac{2V}{W}
=\frac{2(0.70)}{8.34\times10^{-8}}\ \text{V/m}
=0.168\ \text{MV/cm}.$$

The donor charge per unit area is

$$qNW=(1.6022\times10^4)(8.34\times10^{-8})\ \text{C/m}^2
=0.134\ \mu\text{C/cm}^2.$$

### (c) The 40 nm film

Suppose a film of thickness $d<W$ has zero field at its back. The triangle now has base $d$ and height $qNd/\varepsilon$, so full depletion supports a potential difference of

$$\frac{qNd^2}{2\varepsilon}
=V\left(\frac dW\right)^2
=0.70\left(\frac{40}{83.45}\right)^2\ \text{V}
=0.161\ \text{V}.$$

This is less than 0.70 V. The film cannot contain the layer found in (a). With zero field at its back it is depleted throughout and has no neutral interior from which to measure the built-in voltage. Its potential must be found with the actual condition at the back surface, such as an insulator and a gate.

## Variation 1: free electrons near the edge

**Question.** Electrons do not disappear abruptly at $x=W$. How does their gradual decrease change the width at 300 K?

**Solution.** Let $\psi(x)=\phi(\text{interior})-\phi(x)$. It is zero in the interior and $V$ at the metal. An electron's potential energy is raised by $q\psi$, so in thermal equilibrium, with few electrons per available band state, their density is $N e^{-\psi/V_T}$, where $V_T=k_BT/q$. Poisson's equation is

$$\frac{d^2\psi}{dx^2}
=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_T}\right).$$

Near the interior, $\psi\ll V_T$ and the bracket is approximately $\psi/V_T$. The bending then decays over the Debye length $\sqrt{\varepsilon V_T/(qN)}=11$ nm. The edge is therefore gradual and extends over several Debye lengths.

Multiply Poisson's equation by $d\psi/dx$. Both sides become derivatives:

$$\frac{d}{dx}\left[\frac12\left(\frac{d\psi}{dx}\right)^2\right]
=\frac{qN}{\varepsilon}\frac{d}{dx}
\left[\psi+V_Te^{-\psi/V_T}\right].$$

In the interior $\psi=0$ and $d\psi/dx=0$. At the metal $\psi=V$ and $(d\psi/dx)^2=F_s^2$. Taking the difference between these two places,

$$F_s^2=\frac{2qN}{\varepsilon}
\left[V-V_T\left(1-e^{-V/V_T}\right)\right].$$

A gradual edge needs a definition of width. Use $W_C=\varepsilon/C$, where $C=dQ/dV$ is the slow small-signal capacitance per unit area and $Q=\varepsilon F_s$. Differentiating the last equation with respect to $V$ gives

$$2F_s\frac{dF_s}{dV}
=\frac{2qN}{\varepsilon}\left(1-e^{-V/V_T}\right),
\qquad
C=\varepsilon\frac{dF_s}{dV}
=\frac{qN(1-e^{-V/V_T})}{F_s}.$$

Here $V/V_T=0.70/0.02585=27$, so the exponential is negligible. Hence

$$W_C\simeq\frac{\varepsilon F_s}{qN}
\simeq\sqrt{\frac{2\varepsilon(V-V_T)}{qN}}
=81.9\ \text{nm}.$$

The electrons reduce the width by 1.6 nm, or 2% of the original value. Numerical integration of the nonlinear Poisson equation, followed by a finite difference for $C$, also gives 81.9 nm. When $V$ is comparable with $V_T$, the exponential cannot be dropped and the picture of an empty layer fails.

## Variation 2: states in the gap

**Question.** An amorphous oxide can have electron states below its conduction band. Suppose $N_t=5\times10^{16}$ cm$^{-3}$ of them are filled in the interior and become empty where $\psi$ exceeds $u=0.20$ V. Let $N$ now denote the net positive charge density, divided by $q$, after free electrons have gone but while these states remain filled. Keep $N$ and $V$ at their original values. What is the width, again with an abrupt edge?

**Solution.** Emptying a filled state removes one negative charge. The layer therefore has an outer part with charge density $qN$ and an inner part, next to the metal, with $q(N+N_t)$.

The outer part supports the voltage $u$. By the result of (a), its width is

$$w=\sqrt{\frac{2\varepsilon u}{qN}}=44.6\ \text{nm}.$$

The field at its inner boundary is $qNw/\varepsilon$. Across an inner part of width $d$ the field continues to increase at the rate $q(N+N_t)/\varepsilon$. Its area must supply the remaining voltage:

$$V-u=\frac{qNw}{\varepsilon}d
+\frac{q(N+N_t)}{2\varepsilon}d^2.$$

Multiply by $2\varepsilon/(qN)$, write $r=N_t/N=0.5$, and use $2\varepsilon/(qN)=W^2/V$:

$$(1+r)d^2+2wd-W^2\frac{V-u}{V}=0.$$

The positive root is

$$d=\frac{-w+\sqrt{w^2+(1+r)W^2(V-u)/V}}{1+r}.$$

With lengths in nm,

$$d=\frac{-44.60+\sqrt{44.60^2+1.5(83.45)^2(0.50/0.70)}}{1.5}
=35.1.$$

The total width is $w+d=79.7$ nm, which is 3.8 nm less than in (a). Direct integration with the stepped charge density gives the same 79.7 nm.

Two limits check the root. If $r=0$, then $w^2=W^2u/V$ makes the square root equal to $W$, and $w+d=W$. If $u=0$, all the states in the layer are empty and the width is $W/\sqrt{1+r}=68$ nm. The sudden emptying at $u$ is an idealisation; thermal occupation and a spread of state energies would smooth it.

This 79.7 nm is the geometric width, not the capacitance width of the first variation. If the states follow a slow signal, then $F_s\,dF_s/dV=q(N+N_t)/\varepsilon$ with $\varepsilon F_s=qNw+q(N+N_t)d$, so $W_C=w/(1+r)+d=64.8$ nm, about 19 nm less than in (a).

## How far the answer applies to a real contact

The numbers suit a Schottky diode on amorphous indium gallium zinc oxide, with a moderately doped film; they are rough typical values, and the donor density in particular depends strongly on how the film is made. Transistor films of this material can be only tens of nanometres thick. For them the assumption of a neutral interior can fail, as in (c), and no small correction to $W$ repairs it. Because the edge is gradual, a neutral interior needs a film thicker than $W$ by a few Debye lengths, roughly 120 nm or more here. In such a film, an uncertainty of a factor of two in $N$ matters more than either correction to the geometric width calculated above: at fixed $V$, doubling $N$ moves 83 nm to 59 nm. The shift of the slow-capacitance width by gap states, 19 nm, is nearly as large. The peak field of 0.168 MV/cm is below a rough breakdown scale of 1 MV/cm, although defects and contact edges can concentrate the field.

**Random donors.** Donors are discrete: a cube that holds one donor on average has a side $N^{-1/3}=21.5$ nm. To estimate the effect, divide the contact into independent columns of area $A=W^2$ and place the donors at random. Averaged over a column, a donor at depth $x$ adds $qx/(\varepsilon A)$ to the bending. For random (Poisson) placement, the variance of the bending from donors down to depth $W$ is

$$\sigma_V^2=\left(\frac{q}{\varepsilon A}\right)^2
\int_0^W NAx^2\,dx
=\left(\frac{q}{\varepsilon A}\right)^2\frac{NAW^3}{3}.$$

The mean bending grows with depth at the rate $qNW/\varepsilon$. For small fluctuations, dividing $\sigma_V$ by this rate gives the spread in width:

$$\frac{\sigma_W}{W}
=\frac{1}{W}\sqrt{\frac{W}{3NA}}
=\frac{1}{\sqrt{3NW^3}}
=\frac{1}{\sqrt{3(58.1)}}=7.6\%.$$

This is about 6 nm between patches of side $W$. Sampling random donor positions in the same column model also gives 7.6%. Real neighbouring columns interact, and the choice $A=W^2$ is an estimate, so the figure indicates a size and no more. It is the spread of an average over one patch. It grows for smaller patches, and sideways spreading of each donor's field lowers it, to about 5% for patches of side $W$ if the neutral film is treated as a conducting plane. The capacitance of a large contact averages over many patches.

**Temperature.** Let $\xi$ be the depth of the interior Fermi level below the conduction band. The barrier height is $qV+\xi$. For few electrons per band state, $N=N_ce^{-\xi/k_BT}$, so $\xi=k_BT\ln(N_c/N)$, where $N_c$ is the effective density of band states. With an effective mass of 0.34 electron masses, $N_c=5.0\times10^{18}$ cm$^{-3}$ at 300 K. This gives $\xi=0.10$ eV and a barrier of 0.80 eV. The filling $N/N_c$ is 0.02, and the correction to the Fermi level for finite filling is about 0.2 meV, so the exponential law used in the first variation is adequate for band states. These figures assume that all electrons occupy extended band states. In an amorphous oxide, tail states just below the band can hold a comparable share of them and deepen $\xi$; an exponential tail of $5\times10^{19}$ cm$^{-3}$eV$^{-1}$ at the band edge and width 20 meV gives $\xi=0.113$ eV. On heating, $\xi$ increases for two reasons: the factor $k_BT$ grows, and so does the logarithm, because $N_c$ grows as $T^{3/2}$. The first contributes more here. If the barrier and $N$ are held fixed, $V$ falls to 0.676 V at 350 K. The width including free electrons then falls from 81.9 to 80.2 nm.

**Barrier measured from current.** An electron near the metal is attracted by its image charge. If $\varepsilon_i$ is the permittivity that responds during its passage, the image force and the field together lower its energy, divided by $q$, by

$$F_mx+\frac{q}{16\pi\varepsilon_i x}.$$

Setting the derivative to zero gives $x^2=q/(16\pi\varepsilon_iF_m)$. The two terms are then equal, and their sum is

$$\Delta=2\sqrt{\frac{qF_m}{16\pi\varepsilon_i}}
=\sqrt{\frac{qF_m}{4\pi\varepsilon_i}}.$$

For a rough high-frequency dielectric constant of 4, $\Delta=0.078$ V. The passage takes about 10 fs, comparable with the response time of optical phonons, so the lattice may partly respond; with the static value 9, $\Delta$ would be 0.052 V. This does not change $W$ when $V$ is the electrostatic built-in voltage, as it is here. If 0.70 V had instead been inferred from the lowered barrier seen by the current, the electrostatic value would be about 0.78 V and the width about 88 nm, with $\Delta$ held at the value just found.

The numerical output below lists the values to more digits than the rough material parameters justify.

## Values computed for the example and the checks

```
Built-in voltage: 0.70 V
Donor density: 1.0e+17 cm^-3 = 1.0e+23 m^-3
Static dielectric constant: 9.0
Elementary charge: 1.6022e-19 C
Vacuum permittivity: 8.8542e-12 F/m
Static permittivity: 7.9688e-11 F/m
Numerator 2 eps V: 1.1156e-10 C/m
Denominator q N: 1.6022e+04 C/m^3
Width squared: 6.9632e-15 m^2
Depletion width, formula: 8.3446e-08 m = 83.45 nm
Depletion width, integrated Poisson: 83.45 nm
Peak field: 0.1678 MV/cm
Depletion sheet charge: 0.1337 uC/cm2
Rough breakdown scale (input): 1.0 MV/cm
Temperature: 300 K; kT/q: 0.02585 V
Debye length: 11.34 nm
Width with electron tail, formula: 81.89 nm
Width with electron tail, numerical: 81.89 nm
Thin film thickness (input): 40 nm
Largest bending the thin film holds: 0.161 V
Subgap state density (input): 5.0e+16 cm^-3
Bending that empties them (input): 0.20 V
Outer part, states filled: 44.60 nm
Inner part, states empty: 35.07 nm
Width with subgap states, formula: 79.68 nm
Width with subgap states, numerical: 79.68 nm
Mean donor spacing N^(-1/3): 21.5 nm
Donors in a cube of side W: 58.1
Relative width spread, formula: 7.57 %
Relative width spread, sampled: 7.56 %
Width spread, formula: 6.3 nm
Effective mass / electron mass (input): 0.34
Band density N_c at 300 K: 4.975e+18 cm^-3
Filling n/N_c: 0.0201
Degeneracy shift of Fermi level: 0.184 meV
Fermi level below band edge: 0.1008 eV
Barrier height: 0.8008 eV
Built-in voltage at 350 K: 0.6762 V
Width at 350 K with electron tail: 80.16 nm
High-frequency dielectric constant (input): 4.0
Image-force lowering, formula: 0.0777 eV
Image-force lowering, numerical: 0.0772 eV
Distance of barrier top from metal: 2.35 nm
Width if V is raised by the lowering: 87.96 nm
Tunnelling energy E00: 3.36 meV
Thermal energy kT: 25.85 meV
WKB exponent at bulk band edge: 209
```
